# Resistivity times mean free path from tetrahedra on a cubic metal

For a metal in which every carrier has the same mean free path $\lambda$, the product of resistivity and mean free path is a tensor fixed by the size and shape of the Fermi surface:

$$(\rho\lambda)=\left[\frac{e^2}{4\pi^3\hbar}\,T\right]^{-1},\qquad T_{ij}=\int_{\rm FS} n_i n_j\,dS. \tag{1}$$

Here $\mathbf n$ is the unit normal of the surface in $\mathbf k$ space, $dS$ its area element, and spin degeneracy two is included. Several bands add their $T$. In a cubic metal with Fermi-surface area $A$,

$$\rho\lambda=\frac{12\pi^3\hbar}{e^2A} \tag{2}$$

in every direction. Linear tetrahedra give $T$ from band energies on a grid of spacing $h$, with an error of order $h^2$ when the surface is smooth. Cubic isotropy of the computed tensor does not show that it has converged, as a calculation with eight energies makes plain.

## Why the speed drops out

Let a weak field $\boldsymbol{\mathcal E}$ act on electrons of charge $-e$. In the relaxation-time approximation the steady change $g$ of the Fermi function $f_0$ obeys

$$-\frac{e}{\hbar}\boldsymbol{\mathcal E}\cdot\nabla_{\mathbf k}f_0=-\frac g\tau .$$

Since $\nabla_{\mathbf k}f_0=\hbar\mathbf v\,\partial f_0/\partial E$, this gives $g=e\tau\,\boldsymbol{\mathcal E}\cdot\mathbf v\,\partial f_0/\partial E$. The current density is $-e\,[2/(2\pi)^3]\int\mathbf v\,g\,d^3k$, hence

$$\sigma_{ij}=\frac{e^2}{4\pi^3}\int v_iv_j\,\tau\left(-\frac{\partial f_0}{\partial E}\right)d^3k .$$

At low temperature $-\partial f_0/\partial E$ becomes $\delta(E-E_F)$. A step $dk_\perp$ along the normal changes the energy by $dE=\hbar|\mathbf v|\,dk_\perp$, so the delta function turns $d^3k$ into $dS/(\hbar|\mathbf v|)$. A uniform path means $\tau=\lambda/|\mathbf v|$. Together,

$$\sigma_{ij}=\frac{e^2\lambda}{4\pi^3\hbar}\int\frac{v_iv_j}{|\mathbf v|^2}\,dS=\frac{e^2\lambda}{4\pi^3\hbar}\,T_{ij}.$$

Inverting gives (1). For current along a unit vector $\mathbf u$, the directional product is $\mathbf u\cdot(\rho\lambda)\mathbf u$.

The trace of $T$ is $\int(n_x^2+n_y^2+n_z^2)\,dS=A$. In a cubic crystal a half-turn about the $x$ axis reverses $T_{xy}$ and $T_{xz}$, so they vanish; a half-turn about $y$ removes $T_{yz}$. The threefold rotation about the body diagonal permutes the axes cyclically, which makes the diagonal elements equal. Thus $T=(A/3)\,I$, with $I$ the unit matrix, which gives (2).

For free electrons $A=4\pi k_F^2$ and the density is $n=k_F^3/(3\pi^2)$. Then $\rho\lambda=3\pi^2\hbar/(e^2k_F^2)=\hbar k_F/(ne^2)$, the Drude result with $\lambda=v_F\tau$.

## Eight energies by hand

Take the nearest-neighbour simple-cubic band with lattice constant $a$ and hopping energy $t$,

$$E=-2t(\cos k_xa+\cos k_ya+\cos k_za).$$

Adding $\pi/a$ to all three components reverses the sign of $E$. Half the states therefore lie below zero, and one electron per atom means $E_F=0$.

Set $a=t=1$ for the hand calculation and use two grid points per axis, $k=0$ and $k=\pi$. The corners of the cube $[0,\pi]^3$ have energy $-6$ (no component equal to $\pi$), $-2$ (one), $2$ (two) or $6$ (three).

Divide the cube into six tetrahedra. Each follows a path along the edges from $(0,0,0)$ to $(\pi,\pi,\pi)$, taking the three axes in one of their six orders. Every path meets the energies $-6,-2,2,6$. Each step raises the energy by 4 over a length $\pi$, so the gradient of the linear interpolant is

$$\mathbf g=\frac4\pi(1,1,1),\qquad |\mathbf g|=\frac{4\sqrt3}{\pi}.$$

The interpolated Fermi surface in this cube is the plane $k_x+k_y+k_z=3\pi/2$. It cuts the cube in a regular hexagon whose corners are midpoints of cube edges. The side is $\pi/\sqrt2$ and the area is

$$\frac{3\sqrt3}{2}\cdot\frac{\pi^2}{2}=\frac{3\sqrt3\,\pi^2}{4}.$$

The other seven octants hold mirror images, for a reason given below. The total area is $6\sqrt3\,\pi^2=102.57$, in units of $1/a^2$.

The normals are $(\pm1,\pm1,\pm1)/\sqrt3$. Each diagonal element of $T$ is one third of the area, and the off-diagonal elements cancel between octants. The tensor is perfectly isotropic. Yet the true area, computed below, is $92.876/a^2$, so the hand result is 10.4% too large.

## The area cut from any tetrahedron

Let the sorted corner energies be $e_1\le e_2\le e_3\le e_4$, write $e_{ij}=e_i-e_j$, and let $V$ be the volume of the tetrahedron. Let $\Omega(E)$ be the part of $V$ with energy below $E$. Two neighbouring energy planes are $dE/|\mathbf g|$ apart, so the cut area is

$$S=|\mathbf g|\,\frac{d\Omega}{dE}. \tag{3}$$

**Lowest interval, $e_1<E\le e_2$.** The plane cuts off a small tetrahedron at corner 1. Its three edges are the fractions $(E-e_1)/e_{j1}$ of the full ones, so

$$\Omega=V\frac{(E-e_1)^3}{e_{21}e_{31}e_{41}},\qquad
\frac{d\Omega}{dE}=\frac{3V(E-e_1)^2}{e_{21}e_{31}e_{41}} .$$

**Middle interval, $e_2<E\le e_3$.** The same construction now overshoots corner 2. The excess is a tetrahedron with its apex at corner 2. One edge continues the line from 1 to 2, and the others run towards 3 and 4. With $x=E-e_2$, their fractions are $x/e_{21}$, $x/e_{32}$ and $x/e_{42}$, measured against three edge vectors that also span the volume $V$. Subtracting the excess and differentiating,

$$\frac{d\Omega}{dE}=3V\left[\frac{(e_{21}+x)^2}{e_{21}e_{31}e_{41}}-\frac{x^2}{e_{21}e_{32}e_{42}}\right].$$

This form fails numerically when $e_{21}$ is small. Expand the square and collect the $x^2$ terms, using

$$e_{31}e_{41}-e_{32}e_{42}=(e_{32}+e_{21})(e_{42}+e_{21})-e_{32}e_{42}=e_{21}(e_{31}+e_{42}).$$

The factor $e_{21}$ cancels:

$$\frac{d\Omega}{dE}=\frac{V}{e_{31}e_{41}}\left[3e_{21}+6x-\frac{3(e_{31}+e_{42})x^2}{e_{32}e_{42}}\right].$$

**Highest interval, $e_3<E\le e_4$.** The unoccupied part is a small tetrahedron at corner 4, so

$$\frac{d\Omega}{dE}=\frac{3V(e_4-E)^2}{e_{41}e_{42}e_{43}} .$$

The half-open intervals settle ties. If a face lies in the Fermi plane, with one neighbour below it and one above, the lower neighbour counts it and the upper one does not.

In the hand example $E=0$, $x=2$ and $V=\pi^3/6$. The middle formula gives

$$\frac{d\Omega}{dE}=\frac{V}{8\cdot12}\left[12+12-\frac{3\cdot16\cdot4}{4\cdot8}\right]=\frac{18V}{96}=\frac{3V}{16}.$$

Equation (3) then gives $S=(4\sqrt3/\pi)(3/16)(\pi^3/6)=\sqrt3\,\pi^2/8$. Six such pieces make $3\sqrt3\,\pi^2/4$, the area of the hexagon.

## The general algorithm

Let $\mathbf s_1,\mathbf s_2,\mathbf s_3$ be the grid steps along the reciprocal-lattice vectors. For each band:

1. Visit every grid cell, with periodic wrapping, and divide it into the six path tetrahedra. Each has volume $V=|\det(\mathbf s_1,\mathbf s_2,\mathbf s_3)|/6$.
2. Skip a tetrahedron unless its lowest corner is below $E_F$ and its highest is at or above it.
3. Find $\mathbf g$ from $\mathbf s_a\cdot\mathbf g=\Delta_a$, where $\Delta_a$ is the energy change along step $a$ of the path. On a cubic grid, $g_a=\Delta_a/h$.
4. Sort the corner energies, find $S$ from (3), and add $S\,g_ig_j/|\mathbf g|^2$ to $T_{ij}$.
5. Sum over bands and insert $T$ in (1).

No velocities need to be supplied. Where bands cross near the Fermi level, numbering them by energy creates kinks, and the error estimate below does not apply there.

## Why the error falls as $h^2$

The interpolated energy differs from the true one by $O(h^2)$, but its gradient differs by $O(h)$. The normals are therefore wrong to first order, and the second-order error of $T$ needs an argument.

Describe a patch of the surface as a height $\zeta(x,y)$ above a plane. Its contribution to $T_{ij}$ is $\int\varphi(\nabla\zeta)\,dx\,dy$ with a smooth function $\varphi$. Interpolation changes the height by $w=O(h^2)$, with $\nabla w=O(h)$. The contribution changes by

$$\int\varphi'\cdot\nabla w\,dx\,dy+O(|\nabla w|^2)
=-\int w\,\nabla\cdot\varphi'\,dx\,dy+O(h^2)=O(h^2),$$

where $\varphi'$ is the gradient of $\varphi$ with respect to the slopes. Integration by parts is allowed because neighbouring tetrahedra share their face energies, which makes $w$ continuous. There are no edge terms, because the surface closes on itself in the periodic zone. Smooth weights that divide it into patches add terms proportional to $w$, again $O(h^2)$.

The argument requires a nonzero gradient on the surface. It does not cover a van Hove energy, where $|\mathbf v|=0$ at some point of the surface. For the present band these energies are $\pm2t$ and $\pm6t$, all away from $E_F=0$.

## An independent value for the area

Because $|n_z|\,dS=dk_x\,dk_y$, cubic symmetry gives $A=3T_{zz}=3\int|n_z|\,dk_x\,dk_y$, summed over both sheets $\pm k_z$. With $a=1$, the surface condition is $\cos k_z=-(\cos k_x+\cos k_y)$, and eight equal octants give

$$A=24\int\frac{\sin k_z}{\sqrt{\sin^2k_x+\sin^2k_y+\sin^2k_z}}\,dk_x\,dk_y .$$

The integral covers the part of $[0,\pi]^2$ where $|\cos k_x+\cos k_y|\le1$. Gauss–Legendre quadrature, with a cosine substitution that smooths the square-root behaviour at the edges, gives $A=92.8756/a^2$.

Relative to this value, the tetrahedron area is too large by the following amounts, with $N$ points per axis:

| $N$ | area error (%) |
|---:|---:|
| 12 | 0.785 |
| 24 | 0.192 |
| 48 | 0.0475 |
| 96 | 0.0118 |

Each halving of $h$ divides the error by about four. If the error is $Ch^2$ plus smaller terms, the combination $(4A_{96}-A_{48})/3$ cancels the leading term. Its relative error is $(4\times0.01181-0.04752)/3\approx-0.0001\%$.

## What isotropy can and cannot show

On all four grids the computed $T$ is isotropic to rounding, with relative deviations below $10^{-14}$. This follows from two properties of the construction.

First, exchanging coordinate axes permutes the six tetrahedra of a cell. A cubic band on a cubic grid containing $\mathbf k=0$ therefore gives equal diagonal elements at any $N$.

Second, the nearest-neighbour band is a sum $f(k_x)+f(k_y)+f(k_z)$. Along a path, the step in $k_x$ changes the energy by $f(k_x+h)-f(k_x)$, whatever the order of the steps. The interpolant is thus the sum of three one-dimensional linear interpolants. It has all the mirror symmetries of the band, which is why the other seven octants of the hand example are mirror images. Its off-diagonal elements vanish at any $N$.

A test that can fail needs a band that is not such a sum. Add a second-neighbour hop $t'=0.1t$:

$$-4t'(\cos k_xa\cos k_ya+\cos k_xa\cos k_za+\cos k_ya\cos k_za),$$

and keep the energy level at zero. This level is a choice for the test and no longer means half filling.

The new terms have mixed derivatives. On a unit square cut along its rising diagonal, the linear interpolant of the product $xy$ is $\min(x,y)$. Its mean excess over $xy$ is $1/3-1/4=1/12$. The mean error of the interpolated energy therefore contains, besides terms from the unmixed second derivatives, the term $(h^2/12)\,\partial^2E/\partial k_x\partial k_y$, proportional to $\sin k_xa\,\sin k_ya$. Like $n_xn_y$, this term changes sign when $k_x$ is reversed, so it can produce a false $T_{xy}$ of order $h^2$. It is not the only source: treated as a smooth shift of the band, it accounts for a little under half of the values below. The rest belongs to the $O(|\nabla w|^2)$ term of the error estimate, which also lacks mirror symmetry once the mixed derivatives are present.

For $N=12,24,48,96$, the largest off-diagonal element divided by the mean diagonal one is $8.9\times10^{-4}$, $2.3\times10^{-4}$, $5.8\times10^{-5}$ and $1.4\times10^{-5}$, again a factor of about four per halving. The diagonal elements still agree to rounding. The area errors, relative to the same kind of projected integral, are 0.86%, 0.21%, 0.054% and 0.013%. They are about ten times the off-diagonal ratio, so even here the anisotropy understates the error of $\rho\lambda$.

Averaging over the four possible body diagonals would remove the false off-diagonals, since mirrors relate the four results. It would leave the area error unchanged, because all four have the same trace. Convergence has to be judged on the area.

## Numbers in the regime of copper

Take $a=0.23$ nm and $t=1.2$ eV. One electron per atom gives a density of $8.22\times10^{22}$ cm$^{-3}$, and the occupied band is $6t=7.2$ eV deep. Both are roughly those of copper's conduction electrons. With $\hbar/e^2=4108\ \Omega$, equation (2) gives

$$\rho\lambda=\frac{372.1\times4108\ \Omega\times(0.23\times10^{-9}\ {\rm m})^2}{92.876}
=8.71\times10^{-16}\ \Omega\,{\rm m^2}.$$

This is $87.06\ \mu\Omega$ cm nm. The grid with $N=96$ gives 87.05 along each axis. The hopping energy has dropped out, because it scales the speeds and leaves the surface unchanged.

Free electrons of the same density would give $67.2\ \mu\Omega$ cm nm. Their sphere has area $4\pi(3\pi^2)^{2/3}/a^2=120.3/a^2$, larger than that of the cubic band by the same factor, 1.29. The model's surface opens through the zone faces and has lost area there.

Real copper is face-centred cubic. Its Fermi surface is closer to a sphere, with narrow necks, which suggests a product nearer 67 than 87. The shape of the model surface is thus a clear departure from copper: relative to a sphere for the same density, it raises $\rho\lambda$ by about 30%. For a chosen bulk resistivity of $2\ \mu\Omega$ cm, about a fifth above that of copper at room temperature (about $1.7\ \mu\Omega$ cm), the model gives $\lambda=87.05/2=43.5$ nm. The value usually quoted for copper at room temperature is roughly 40 nm. The closeness is partly accidental: the model's product is probably too large for copper, and the chosen resistivity, also above copper's, offsets much of the excess.

## How far the assumptions move the result

**Uniform time instead of uniform path.** Let $\langle\cdot\rangle$ be an average over surface area. With constant $\tau$, $\sigma=e^2\tau A\langle v\rangle/(12\pi^3\hbar)$. The mean path over states at the Fermi level, whose density is proportional to $dS/|\mathbf v|$, is $\bar\lambda=\tau/\langle1/v\rangle$. Hence

$$\rho\bar\lambda=\frac{12\pi^3\hbar}{e^2A}\,\frac{1}{\langle v\rangle\langle1/v\rangle}.$$

The Cauchy–Schwarz inequality gives $\langle v\rangle\langle1/v\rangle\ge1$. The projected integral, weighted with $|\mathbf v|$ and $1/|\mathbf v|$, gives 1.020, which lowers the product to $85.3\ \mu\Omega$ cm nm.

**Temperature.** At 378 K, with the path still uniform, $A$ is replaced by its average over energy with weight $-\partial f_0/\partial E$. The chemical potential stays at zero by the symmetry of the band. Summing projected areas over energy gives an increase of $\rho\lambda$ by 0.01%. The much larger effect of temperature on $\lambda$ itself is not part of this product.

**Thin films.** Let a film of thickness $d$ have surface normal $\mathbf s$ and fully diffuse surfaces, from which electrons leave with $g=0$. At distance $z$ from the surface it left, a carrier's $g$ has recovered to the fraction $1-e^{-z/(\lambda|\mathbf n\cdot\mathbf s|)}$ of its bulk value. Averaged over the thickness, this is

$$F=1-p\left(1-e^{-1/p}\right),\qquad p=\frac{\lambda|\mathbf n\cdot\mathbf s|}{d}.$$

Let the current flow along $\mathbf u$ in the film plane, and let $\mathbf u$ and $\mathbf s$ be principal directions of the film's conductivity, as symmetry ensures for (001) and (111) films. The resistivity then rises by the factor $\int(\mathbf n\cdot\mathbf u)^2dS\,/\int(\mathbf n\cdot\mathbf u)^2F\,dS$. Summed over the pieces of the $N=96$ surface for $d=20$ nm, it is 2.43 for a (001) film and 1.95 for a (111) film. An isotropic $\rho\lambda$ does not imply an isotropic size effect. The size of this contrast belongs to the model surface and is not a prediction for copper films: a spherical surface with the same $\lambda/d$ gives 1.99 for every orientation.

The eight hexagons show why. For (001), all have $|\mathbf n\cdot\mathbf s|=1/\sqrt3$. For (111), two hexagons face the surface squarely and carry no in-plane current; the other six have $|\mathbf n\cdot\mathbf s|=1/3$ and reach the surfaces less often. With the same $\lambda$ and $d$, this crude surface gives factors of 3.2 and 2.2, in the same order.

**Grain boundaries.** Let planes across the current reflect every state with probability $R$, without interference. Two planes of transmission $T_1$ and $T_2$ pass the fraction $T_{12}=T_1T_2/[1-(1-T_1)(1-T_2)]$, so $1/T_{12}-1=(1/T_1-1)+(1/T_2-1)$. Each plane thus adds $R/[(1-R)G]$ to the resistance of unit area, where

$$G=\frac{e^2}{\pi\hbar}\,\frac{1}{4\pi^2}\,\frac12\int|n_x|\,dS$$

is the ballistic conductance per area: $2e^2/h$ for each forward-moving transverse state. The $N=96$ surface gives $G=9.24\times10^{14}$ S/m$^2$; the exact surface gives $9.23\times10^{14}$ S/m$^2$. For $R=0.2$ and a spacing of 20 nm, the added resistivity is $0.25/(G\times20\ {\rm nm})=1.35\ \mu\Omega$ cm, against the bulk value of 2. This is an estimate. The series rule leaves out bulk scattering between the planes; including it, with specular reflection at the planes and scattering that randomizes direction in between, raises the added resistivity by about 5% here. Real reflection also depends on the state and on the boundary.

At a fixed bulk resistivity, replacing uniform path by uniform time raises the two film factors by about 4% for (001) and 1.5% for (111). For a 20 nm conductor with these parameters, surfaces and grain boundaries therefore change the resistivity far more than that choice, or the grid error at $N=12$.
